\section*{Orbital rotations and the Kanamori relation $U'=U-2J$, part 1}

(Sections cited here and not found follow in the second part.)

\section{What symmetry allows}

Take $M\ge 2$ real orthonormal orbitals on one site and put a spin-up electron in one and a spin-down electron in another. The interaction between them is a table of energies $V_{ijkl}$, the amplitude for the pair $(k\uparrow,l\downarrow)$ to go to $(i\uparrow,j\downarrow)$. A change of orbital basis acts linearly on this table, with coefficients that are pure numbers. Any condition for invariance is therefore a linear homogeneous relation among energies, with numerical coefficients.

Suppose the table is unchanged by every real orthogonal transformation of the orbitals. Two kinds of such transformation are discrete. Reversing the sign of orbital $m$ alone multiplies $V_{ijkl}$ by $(-1)^{\nu}$, where $\nu$ counts how often $m$ occurs among the four indices, so every orbital must occur an even number of times. This leaves four patterns, $V_{mmmm}$, $V_{mm'mm'}$, $V_{mm'm'm}$ and $V_{mmm'm'}$ with $m\ne m'$. Permutations of the orbitals make each pattern independent of $m$ and $m'$. The table is then fixed by four energies $U$, $U'$, $J_X$, $J_P$, in that order, and can be written
\begin{equation}
V_{ijkl}=U'\,\delta_{ik}\delta_{jl}+J_X\,\delta_{il}\delta_{jk}+J_P\,\delta_{ij}\delta_{kl}+\Delta\,\delta_{ijkl},
\qquad \Delta\equiv U-U'-J_X-J_P ,
\label{eq:form}
\end{equation}
where $\delta_{ijkl}$ is 1 when all four indices agree and 0 otherwise. Setting all indices equal gives $U'+J_X+J_P+\Delta=U$, and each of the other three patterns picks out a single term. This is the Kanamori form. The first three tensors are products of Kronecker deltas, which an orthogonal matrix maps onto themselves. The fourth refers to particular axes in orbital space. Continuous rotations can thus constrain only $\Delta$, and the condition must be
\begin{equation}
U'=U-J_X-J_P .
\label{eq:cond}
\end{equation}
The statement that rotational invariance requires $U'=U-2J$ with equal exchange and pair hopping therefore joins two separate facts. Rotations fix the sum $J_X+J_P$ and say nothing about the difference. The equality $J_X=J_P=J$ has another origin, real orbitals together with an interaction that acts by multiplication in the electron coordinates, and only with it does \eqref{eq:cond} read $U'=U-2J$.

\section{The Hamiltonian and its two-electron block}

Formulas are in atomic units and numbers in eV. With real parameters, and with the equal-spin repulsion $U''$ kept independent for now,
\begin{align}
H={}&U\sum_m n_{m\uparrow}n_{m\downarrow}+U'\sum_{m\ne m'}n_{m\uparrow}n_{m'\downarrow}+U''\sum_{m<m',\sigma}n_{m\sigma}n_{m'\sigma}\nonumber\\
&-J_X\sum_{m\ne m'}c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{m'\downarrow}c_{m'\uparrow}
+J_P\sum_{m\ne m'}c^\dagger_{m\uparrow}c^\dagger_{m\downarrow}c_{m'\downarrow}c_{m'\uparrow}.
\label{eq:H}
\end{align}
Sums over $m\ne m'$ run over ordered pairs. An orbital rotation replaces $c^\dagger_{m\sigma}$ by $c'^\dagger_{m\sigma}=\sum_nR_{mn}c^\dagger_{n\sigma}$ with $R$ in SO($M$), the same for both spins. The operator $H'$ is \eqref{eq:H} written with primed operators and unchanged parameters, and invariance means $H'=H$.

Both $H$ and $H'$ are sums of terms $c^\dagger c^\dagger cc$. The coefficient of each independent term is a matrix element between two-electron states, so $H'-H$ vanishes on the whole Fock space if and only if it vanishes for two electrons. For opposite spins define
\begin{equation}
|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}|0\rangle,\qquad
H_{\uparrow\downarrow}=\sum_{ijkl}V_{ijkl}\,c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}c_{l\downarrow}c_{k\uparrow}.
\label{eq:std}
\end{equation}
In $c_{l\downarrow}c_{k\uparrow}c^\dagger_{k'\uparrow}c^\dagger_{l'\downarrow}|0\rangle$ the inner pair contracts first and the outer pair second, with no sign, which gives $\delta_{kk'}\delta_{ll'}|0\rangle$. Hence $V_{ijkl}=\langle ij|H|kl\rangle$. Each term of \eqref{eq:H} is brought to the order of \eqref{eq:std} as follows.

In the density terms, $c_{m\uparrow}$ is moved past two spin-down operators, with sign $(-1)^2$:
\begin{equation}
n_{m\uparrow}n_{m'\downarrow}=c^\dagger_{m\uparrow}c_{m\uparrow}c^\dagger_{m'\downarrow}c_{m'\downarrow}=c^\dagger_{m\uparrow}c^\dagger_{m'\downarrow}c_{m'\downarrow}c_{m\uparrow},
\end{equation}
so $V_{mmmm}=U$ and $V_{mm'mm'}=U'$. In the spin-flip term the two middle operators belong to different orbitals and anticommute:
\begin{equation}
-J_X\,c^\dagger_{m\uparrow}c_{m\downarrow}c^\dagger_{m'\downarrow}c_{m'\uparrow}=+J_X\,c^\dagger_{m\uparrow}c^\dagger_{m'\downarrow}c_{m\downarrow}c_{m'\uparrow}.
\end{equation}
Comparison with \eqref{eq:std} gives $i=m$, $j=m'$, $l=m$, $k=m'$, so $V_{mm'm'm}=+J_X$. The pair-hopping term is already in order, with $i=j=m$ and $k=l=m'$, so $V_{mmm'm'}=J_P$. The opposite-spin block of \eqref{eq:H} is exactly \eqref{eq:form}.

The equal-spin term simplifies because $n^2=n$. With $N_\sigma=\sum_mn_{m\sigma}$,
\begin{equation}
N_\sigma^2=\sum_mn_{m\sigma}+2\sum_{m<m'}n_{m\sigma}n_{m'\sigma}
\quad\Rightarrow\quad
\sum_{m<m'}n_{m\sigma}n_{m'\sigma}=\tfrac12N_\sigma(N_\sigma-1).
\label{eq:same}
\end{equation}
The number $N_\sigma$ is unchanged by any unitary mixing of orbitals, so orbital rotations put no condition on $U''$.

\section{Spin rotations fix $U''$}

The raising operator is $S^+=\sum_mc^\dagger_{m\uparrow}c_{m\downarrow}$. It commutes with $c^\dagger_{i\uparrow}$ and turns $c^\dagger_{j\downarrow}|0\rangle$ into $c^\dagger_{j\uparrow}|0\rangle$, so $S^+|ij\rangle=c^\dagger_{i\uparrow}c^\dagger_{j\uparrow}|0\rangle$, which is antisymmetric in $i,j$. A state $\sum\Psi_{ij}|ij\rangle$ with symmetric $\Psi$ is annihilated by $S^+$ and has $S_z=0$, so it is a singlet. The states with antisymmetric $\Psi$ are orthogonal to these, and $S^+$ maps them one to one onto the $\uparrow\uparrow$ states, so they are the $S_z=0$ members of triplets.

Let $P$ be the swap, $P|ij\rangle=|ji\rangle$, with matrix $\delta_{il}\delta_{jk}$. Every term of \eqref{eq:form} is unchanged under $i\leftrightarrow j$, $k\leftrightarrow l$, so $V$ commutes with $P$ and does not mix singlets with triplets. On antisymmetric $\Psi$ the diagonal $\Psi_{mm}$ vanishes, the $J_P$ and $\Delta$ terms give zero and $P=-1$, so $V=U'-J_X$ on all of them. The $S_z=\pm1$ states have energy $U''$ by \eqref{eq:same}. Spin operators annihilate singlets, so whatever $V$ does among singlets commutes with them. On the triplets $H$ commutes with $S^\pm$ if and only if the three components are degenerate:
\begin{equation}
U''=U'-J_X .
\label{eq:spin}
\end{equation}
The exchange constant in the equal-spin density term is the spin-flip amplitude. Pair hopping does not enter.

\section{Two orbitals}

\subsection{The spectrum and a turn by 45 degrees}

For $M=2$ the opposite-spin block has four states. With $V|11\rangle=U|11\rangle+J_P|22\rangle$, $V|12\rangle=U'|12\rangle+J_X|21\rangle$ and the same with $1\leftrightarrow2$, the eigenstates are
\begin{align}
|a\rangle&=(|11\rangle+|22\rangle)/\sqrt2, & E_a&=U+J_P,\nonumber\\
|b\rangle&=(|11\rangle-|22\rangle)/\sqrt2, & E_b&=U-J_P,\nonumber\\
|e\rangle&=(|12\rangle+|21\rangle)/\sqrt2, & E_e&=U'+J_X,\nonumber\\
|t\rangle&=(|12\rangle-|21\rangle)/\sqrt2, & E_t&=U'-J_X,
\label{eq:four}
\end{align}
and $E_b-E_e=\Delta$. Rotate by $45^\circ$, $\phi'_1=(\phi_1+\phi_2)/\sqrt2$ and $\phi'_2=(-\phi_1+\phi_2)/\sqrt2$. Then
\begin{align}
|1'1'\rangle-|2'2'\rangle&=\tfrac12\big(|11\rangle+|12\rangle+|21\rangle+|22\rangle\big)-\tfrac12\big(|11\rangle-|12\rangle-|21\rangle+|22\rangle\big)\nonumber\\
&=|12\rangle+|21\rangle .
\end{align}
The rotation carries $|b\rangle$ into $|e\rangle$. A symmetry of $H$ maps an eigenstate onto an eigenstate of the same energy, so invariance requires $E_b=E_e$, that is $U-J_P=U'+J_X$. One side contains pair hopping and the other exchange, and only their sum is fixed.

\subsection{Any angle}

Let $\phi'_1=c\,\phi_1+s\,\phi_2$ and $\phi'_2=-s\,\phi_1+c\,\phi_2$ with $c=\cos\theta$, $s=\sin\theta$. Multiplying out the two creation operators gives
\begin{align}
|1'1'\rangle&=c^2|11\rangle+cs\,(|12\rangle+|21\rangle)+s^2|22\rangle,\nonumber\\
|2'2'\rangle&=s^2|11\rangle-cs\,(|12\rangle+|21\rangle)+c^2|22\rangle,\nonumber\\
|1'2'\rangle&=-cs\,|11\rangle+c^2|12\rangle-s^2|21\rangle+cs\,|22\rangle,\nonumber\\
|2'1'\rangle&=-cs\,|11\rangle-s^2|12\rangle+c^2|21\rangle+cs\,|22\rangle.
\end{align}
Sums and differences, with $c^2+s^2=1$, $c^2-s^2=\cos2\theta$ and $2cs=\sin2\theta$, give
\begin{equation}
|a'\rangle=|a\rangle,\quad |t'\rangle=|t\rangle,\quad
|b'\rangle=\cos2\theta\,|b\rangle+\sin2\theta\,|e\rangle,\quad
|e'\rangle=-\sin2\theta\,|b\rangle+\cos2\theta\,|e\rangle .
\label{eq:doublet}
\end{equation}
Two states are invariant and the pair $(b,e)$ turns through twice the angle. If $E_b=E_e$, then $V$ is a multiple of the identity on that pair and is invariant at every angle, so for $M=2$ the condition $\Delta=0$ is sufficient as well as necessary. For $\Delta\neq0$,
\begin{align}
\langle b'|V|b'\rangle&=E_b\cos^22\theta+E_e\sin^22\theta=E_b-\Delta\sin^22\theta,\nonumber\\
\langle e'|V|e'\rangle&=E_b\sin^22\theta+E_e\cos^22\theta=E_e+\Delta\sin^22\theta,\nonumber\\
\langle b'|V|e'\rangle&=(E_e-E_b)\sin2\theta\cos2\theta=-\tfrac12\Delta\sin4\theta .
\label{eq:be}
\end{align}
Inverting \eqref{eq:four} in the primed basis, $|1'1'\rangle=(|a\rangle+|b'\rangle)/\sqrt2$, $|2'2'\rangle=(|a\rangle-|b'\rangle)/\sqrt2$, $|1'2'\rangle=(|e'\rangle+|t\rangle)/\sqrt2$ and $|2'1'\rangle=(|e'\rangle-|t\rangle)/\sqrt2$. Since $a$ and $t$ are eigenstates, they couple to nothing else, and the parameters seen in the rotated basis are
\begin{align}
U(\theta)&=\tfrac12\big(E_a+\langle b'|V|b'\rangle\big)=U-\tfrac12\Delta\sin^22\theta,\nonumber\\
J_P(\theta)&=\tfrac12\big(E_a-\langle b'|V|b'\rangle\big)=J_P+\tfrac12\Delta\sin^22\theta,\nonumber\\
U'(\theta)&=\tfrac12\big(\langle e'|V|e'\rangle+E_t\big)=U'+\tfrac12\Delta\sin^22\theta,\nonumber\\
J_X(\theta)&=\tfrac12\big(\langle e'|V|e'\rangle-E_t\big)=J_X+\tfrac12\Delta\sin^22\theta,\nonumber\\
\langle1'1'|V|1'2'\rangle&=\tfrac12\langle b'|V|e'\rangle=-\tfrac14\Delta\sin4\theta .
\label{eq:theta}
\end{align}
The last element moves one electron between the orbitals while the other stays, and it has no place in the Kanamori form.

At $\theta=0$ nothing changes, and at $\theta=90^\circ$, where the orbitals are exchanged up to a sign, nothing changes either. The difference $J_X(\theta)-J_P(\theta)$ does not depend on $\theta$, so no plane rotation can relate the two constants. Combining the first four lines gives $\Delta(\theta)=\Delta(1-2\sin^22\theta)=\Delta\cos4\theta$. At $\theta=22.5^\circ$ this vanishes while the extra element is largest. Finding $U-U'-J_X-J_P=0$ among four matrix elements proves invariance only if all the other elements are known to vanish.

\subsection{Numbers}

The numerical check builds \eqref{eq:H} from explicit fermion matrices, takes its elements between rotated two-electron states, and tests all five lines of \eqref{eq:theta} for random parameters and angles. For the round values $U=4$, $U'=3$, $J_X=J_P=0.7$ eV one has $\Delta=4-3-1.4=-0.4$ eV, and the two states that should be degenerate lie at $U-J_P=3.3$ eV and $U'+J_X=3.7$ eV. At $\theta=30^\circ$, $\sin^260^\circ=0.75$ and $\tfrac12\Delta\sin^22\theta=-0.15$ eV, so
\begin{align*}
U(\theta)&=4+0.15=4.15\ \text{eV}, & U'(\theta)&=3-0.15=2.85\ \text{eV},\\
J_X(\theta)=J_P(\theta)&=0.7-0.15=0.55\ \text{eV}, & \langle1'1'|V|1'2'\rangle&=0.1\sin120^\circ=0.0866\ \text{eV},
\end{align*}
in agreement with the computed elements. With $U'=4-2(0.7)=2.6$ eV both states lie at 3.3 eV, the rotated parameters are again 4, 2.6, 0.7 and 0.7 eV, and the extra element is zero.

\section{Any number of orbitals}

The rotated table is $V'_{ijkl}=\langle i'j'|V|k'l'\rangle=\sum R_{ia}R_{jb}R_{kc}R_{ld}V_{abcd}$. For the first tensor of \eqref{eq:form},
\begin{equation}
\sum_{abcd}R_{ia}R_{jb}R_{kc}R_{ld}\,\delta_{ac}\delta_{bd}=(RR^T)_{ik}(RR^T)_{jl}=\delta_{ik}\delta_{jl},
\end{equation}
and the second and third give $(RR^T)_{il}(RR^T)_{jk}$ and $(RR^T)_{ij}(RR^T)_{kl}$ in the same way. As operators on the pair space these tensors are the identity, the swap $P$, and $|\sigma\rangle\langle\sigma|$ with $|\sigma\rangle=\sum_m|mm\rangle$, of squared norm $M$:
\begin{equation}
V=U'\,\mathbb 1+J_XP+J_P|\sigma\rangle\langle\sigma|+\Delta\sum_m|mm\rangle\langle mm| .
\label{eq:dec}
\end{equation}
The last tensor inserted in \eqref{eq:std} is the total double occupancy $D=\sum_mn_{m\uparrow}n_{m\downarrow}$. The other three terms and the equal-spin term cancel in $H'-H$, which leaves, on the whole Fock space and for all five parameters,
\begin{equation}
H'-H=\Delta\,(D'-D).
\label{eq:DD}
\end{equation}
So $\Delta=0$ is sufficient. It is necessary because SO($M$) contains the rotation in the plane of orbitals 1 and 2, for which $\langle1'1'|V|1'1'\rangle$ changes by $\Delta\big(\sum_mR_{1m}^4-1\big)=\Delta(c^4+s^4-1)=-2\Delta c^2s^2=-\tfrac12\Delta\sin^22\theta$, the first line of \eqref{eq:theta} again. Physically, $\Delta$ is the extra price of putting two electrons in the same basis orbital beyond what an axis-independent interaction charges, and the notion of the same basis orbital depends on the axes.

For $\Delta=0$ the spectrum follows from \eqref{eq:dec}: antisymmetric states at $U'-J_X$, symmetric traceless states at $U'+J_X=U-J_P$, and $|\sigma\rangle$ at $U'+J_X+MJ_P=U+(M-1)J_P$. For $M=2$ these are the energies in \eqref{eq:four}.

If the mixing matrix is allowed to be complex unitary, bras transform with $R^*$, and $V'_{ijkl}=\sum R^*_{ia}R^*_{jb}R_{kc}R_{ld}V_{abcd}$. The identity and the swap contract an $R^*$ with an $R$ and remain invariant. The pair term contracts $R$ with $R$ and does not. For $R=\mathrm{diag}(e^{i\alpha},e^{-i\alpha},1,\dots)$, which has unit determinant, $V'_{1122}=e^{-2i\alpha}e^{-2i\alpha}J_P$. Invariance under SU($M$) thus needs $J_P=0$ in addition to $\Delta=0$, and the two conditions suffice because only $\mathbb 1$ and $P$ are left. The model with $J_P=0$ and $U'=U-J_X$ is invariant under all real rotations although its exchange and pair hopping differ, which shows directly that rotations do not make them equal.

Three tests cover this stage. First, \eqref{eq:DD} is tested as a matrix identity for $M=3$, random parameters and a fixed generic rotation. Second, for $U=4$ eV and that rotation the largest element of $H'-H$ in the occupation basis is 0.25 eV for $U'=3$, $J_X=J_P=0.7$ eV, and it is zero to machine precision both for $U'=2.6$, $J_X=J_P=0.7$ eV and for $U'=3.3$, $J_X=0.7$, $J_P=0$. Third, necessity is tested without assuming the answer. The commutator of $H$ with a generator is linear in $(U,U',U'',J_X,J_P)$, so the invariant Hamiltonians form a null space that can be computed. The generators are $S^+$, the rotations $A_{ab}=\sum_\sigma(c^\dagger_{a\sigma}c_{b\sigma}-c^\dagger_{b\sigma}c_{a\sigma})$, and for SU($M$) also the symmetric combinations. For $M=2,3,4$ the null space has dimension 4 under spin, 4 under SO($M$), 3 under both, and 2 under spin with SU($M$), and it obeys \eqref{eq:spin}, \eqref{eq:cond} and $J_P=0$ as appropriate. Three free parameters under spin and orbital rotations, not two, is the count that leaves $J_X-J_P$ open.

\section{Where $J_X=J_P$ comes from}

Let the electrons interact through a spin-independent function $v(\mathbf r,\mathbf r')=v(\mathbf r',\mathbf r)$ that is real and multiplies the wave function, such as $1/|\mathbf r-\mathbf r'|$ or a static screened interaction of the same kind. Projected on the orbitals,
\begin{equation}
H=\tfrac12\sum_{ijkl}\sum_{\sigma\sigma'}V_{ijkl}\,c^\dagger_{i\sigma}c^\dagger_{j\sigma'}c_{l\sigma'}c_{k\sigma},\qquad
V_{ijkl}=\iint\phi_i^*(\mathbf r)\phi_j^*(\mathbf r')\,v\,\phi_k(\mathbf r)\phi_l(\mathbf r').
\label{eq:coul}
\end{equation}
Exchanging $\mathbf r$ and $\mathbf r'$ gives $V_{ijkl}=V_{jilk}$. The terms $(\sigma,\sigma')=(\downarrow,\uparrow)$ become the terms $(\uparrow,\downarrow)$ after swapping both the creation pair and the annihilation pair, two signs that cancel, and relabelling. The factor $\tfrac12$ disappears and \eqref{eq:std} is recovered with the same $V$. For equal spins and a table of the form \eqref{eq:form}, terms with $i=j$ vanish because $(c^\dagger)^2=0$. The direct term is $c^\dagger_mc^\dagger_{m'}c_{m'}c_m=n_mn_{m'}$ and the exchange term is $c^\dagger_mc^\dagger_{m'}c_mc_{m'}=-n_mn_{m'}$, each occurring twice per unordered pair. Thus $U''=U'-J_X$ holds automatically, as it must for a spin-independent interaction.

With the overlap density $\rho(\mathbf r)=\phi^*_m(\mathbf r)\phi_{m'}(\mathbf r)$,
\begin{align}
J_X&=V_{mm'm'm}=\iint\phi_m^*(\mathbf r)\phi_{m'}(\mathbf r)\,v\,\phi_{m'}^*(\mathbf r')\phi_m(\mathbf r')=\iint\rho(\mathbf r)\,v\,\rho^*(\mathbf r'),\nonumber\\
J_P&=V_{mmm'm'}=\iint\phi_m^*(\mathbf r)\phi_{m'}(\mathbf r)\,v\,\phi_{m}^*(\mathbf r')\phi_{m'}(\mathbf r')=\iint\rho(\mathbf r)\,v\,\rho(\mathbf r').
\end{align}
For real orbitals $\rho=\rho^*$ and the two integrals are the same number $J$. No spatial symmetry is used. Together with \eqref{eq:cond} and \eqref{eq:spin},
\begin{equation}
J_X=J_P=J,\qquad U'=U-2J,\qquad U''=U-3J .
\label{eq:final}
\end{equation}
Conversely, once $J_X=J_P=J$, the Hamiltonian \eqref{eq:H} is invariant under SO($M$) if and only if $U'=U-2J$.

The equality depends on the basis. A phase factor $e^{i\alpha}$ on $\phi_{m'}$ multiplies $\rho$ by the same factor, which leaves $J_X$ alone and multiplies $J_P$ by $e^{2i\alpha}$. A sharper case is the complex pair $\phi_+=-(\phi_1+i\phi_2)/\sqrt2$, $\phi_-=(\phi_1-i\phi_2)/\sqrt2$ built from real orbitals with $\Delta=0$. The overlaps with $|\sigma\rangle$ are sums of products of coefficients without complex conjugation:
\begin{equation}
\langle\sigma|{+}{+}\rangle=\tfrac12\big(1+i^2\big)=0,\qquad
\langle\sigma|{+}{-}\rangle=\tfrac12\big[(-1)(1)+(-i)(-i)\big]=-1,
\end{equation}
and likewise $\langle\sigma|{-}{-}\rangle=0$, $\langle\sigma|{-}{+}\rangle=-1$. From \eqref{eq:dec},
\begin{equation}
\langle{+}{+}|V|{+}{+}\rangle=U'+J=U-J,\qquad
\langle{+}{-}|V|{-}{+}\rangle=J+J=2J,\qquad
\langle{+}{+}|V|{-}{-}\rangle=0 .
\label{eq:cplx}
\end{equation}
The operator is the same, but exchange is $2J$ and pair hopping is absent. The equality can also fail in a real basis when the interaction is an effective one that does not act by multiplication, for example one obtained by eliminating other configurations. Symmetry then still imposes \eqref{eq:cond}, but not \eqref{eq:final}.

Invariance under real orbital rotations requires exactly $U'=U-J_X-J_P$, and this becomes $U'=U-2J$ only because real orbitals and an interaction that acts by multiplication separately give $J_X=J_P=J$. It remains to express the three-orbital Hamiltonian through $N$, $S^2$ and $L^2$, and to examine the relation for the nitrogen 2p shell and for d orbitals in a cubic field.
